# Ripple growth on an anodic front advancing into resistive silicon, part 2

A current driven from a silicon wafer into dilute hydrofluoric acid dissolves the silicon, and the question is whether a faint ripple on the advancing front grows or decays. The axis \(z\) points into the silicon and is measured from the moving mean front; \(x\) runs along the front. The ripple is \(h=a\cos kx\), with \(k=2\pi/\lambda\), wavelength \(\lambda\) and \(ka\ll1\). A crest of \(h\) is a place where the front has advanced further, seen from the electrolyte as the bottom of a trough. The mean current flows towards \(-z\).

The flat front moves at the speed

\[
v=\frac{j_0\,\Omega}{n e P}, \tag{1}
\]

where \(\Omega\) is the volume per silicon atom, \(n\) the number of elementary charges \(e\) per dissolved atom, and \(P\) the fraction of silicon dissolved. The local speed along the normal is taken as proportional to the local normal current density \(j_n\).

The potential \(\phi\) obeys Laplace's equation on both sides. For thick layers,

\[
\phi_s=\rho_s j_0 z+A\,e^{-kz}\cos kx,\qquad
\phi_e=\rho_e j_0 z+B\,e^{kz}\cos kx . \tag{3}
\]

The subscripts \(s\) and \(e\) denote silicon and electrolyte. If the front has no resistance, \(\phi\) is continuous there, which to first order in \(a\) requires

\[
(\rho_s-\rho_e)\,j_0 a+A-B=0 . \tag{4}
\]

This can be read as a circuit: the voltage \((\rho_s-\rho_e)j_0a\) is the drive, and the load consists of the spreading resistances \(\rho_s/k\) and \(\rho_e/k\), in series and each for unit area. The resulting growth rate is

\[
\frac{da}{dt}=s\,a,\qquad
s=v\,k\,\frac{\rho_s-\rho_e}{\rho_s+\rho_e}. \tag{7}
\]

With \(C\) for the ratio of resistivities in (7), called the contrast, and \(d\) for the depth through which the mean front has advanced,

\[
\frac{da}{dd}=kC\,a,\qquad a(d)=a(0)\,e^{kCd}. \tag{8}
\]

For \(C>0\) this law makes the finest roughness grow fastest, without limit. A numerical check at a resistivity ratio of 150 to 1 found the linear rate still good to a few per cent at \(ka=0.3\).

## Interface resistance, finite layers and a real wafer

The front \(z=a\cos kx\) separates silicon of resistivity \(\rho_s\) at larger \(z\) from electrolyte of resistivity \(\rho_e\) at smaller \(z\). It advances into the silicon at speed \(v\) under a mean current density \(j_0\), and the current crossing it per unit \(x\) is \(j_0+J_1\cos kx\). The amplitude obeys \(da/dt=sa\) with \(s=vJ_1/(j_0a)\). For thick layers and a front without resistance, \(s=vkC\) with \(C=(\rho_s-\rho_e)/(\rho_s+\rho_e)\). I call this the ideal rate.

A real front does have a resistance, because driving the dissolution reaction costs a voltage \(U(j_n)\) that rises with the local current density. A real wafer also has a finite thickness. Both can be included together. Let equipotential contacts lie at \(z=L_s\) in the silicon and at \(z=-L_e\) in the electrolyte. The corrections to the flat potentials must vanish there, so the exponentials are replaced by

\[
A\,\frac{\sinh k(L_s-z)}{\sinh kL_s}\cos kx,\qquad
B\,\frac{\sinh k(L_e+z)}{\sinh kL_e}\cos kx .
\]

Each satisfies Laplace's equation, and at \(z=0\) they have the amplitudes \(A\) and \(B\). Their slopes at \(z=0\) are \(-kA\coth kL_s\) and \(kB\coth kL_e\), times \(\cos kx\). As before, the extra current is the slope divided by the resistivity, so

\[
J_1=-\frac{kA}{\rho_s}\coth kL_s=\frac{kB}{\rho_e}\coth kL_e ,
\]

\[
A=-\frac{\rho_sJ_1}{k}\tanh kL_s,\qquad
B=\frac{\rho_eJ_1}{k}\tanh kL_e .
\]

The potential now steps by \(\phi_s-\phi_e=U(j_n)\) at the front. To first order \(j_n=j_0+J_1\cos kx\), because the slope of the front enters at second order. Expanding,

\[
U(j_n)=U(j_0)+r\,J_1\cos kx,\qquad r=\left.\frac{dU}{dj}\right|_{j_0}.
\]

The constant \(U(j_0)\) belongs to the flat state. The part varying as \(\cos kx\) gives

\[
(\rho_s-\rho_e)\,j_0a+A-B=rJ_1 .
\]

Inserting \(A\) and \(B\) and collecting the terms in \(J_1\) on the right,

\[
(\rho_s-\rho_e)\,j_0a=\frac{J_1}{k}\left(\rho_s\tanh kL_s+\rho_e\tanh kL_e+rk\right),
\]

so that

\[
s=\frac{v\,k\,(\rho_s-\rho_e)}{\rho_s\tanh kL_s+\rho_e\tanh kL_e+rk}. \tag{9}
\]

The quantity \(r\) is a differential resistance times an area. It joins the two spreading resistances in series and adds to the load without changing the drive. For \(r>0\) it slows growth and decay alike, but it cannot change the sign of \(s\).

For ripples much longer than both layers are thick, \(\tanh kL\to kL\), and (9) tends to \(v(\rho_s-\rho_e)/(\rho_sL_s+\rho_eL_e+r)\). This can be confirmed without any waves. Under a fixed voltage, each column of the cell carries its own current \(j\), with \(j[\rho_s(L_s-h)+\rho_e(L_e+h)]+U(j)\) constant. Varying \(h\) and \(j\) gives \(\delta j\,(\rho_sL_s+\rho_eL_e+r)=j_0(\rho_s-\rho_e)h\), which is the same rate. The thickness \(L_s\) shrinks as the front advances, so (9) is a rate for the moment at which \(L_s\) is taken.

For thick layers the hyperbolic tangents equal one, and taking the reciprocal of (9) gives

\[
\frac1s=\frac{\rho_s+\rho_e}{vk(\rho_s-\rho_e)}+\frac{r}{v(\rho_s-\rho_e)} .
\]

The first term is the ideal time constant. The second does not depend on wavelength. They are equal when \(rk=\rho_s+\rho_e\), which is at the wavelength

\[
\lambda_c=\frac{2\pi r}{\rho_s+\rho_e}. \tag{10}
\]

At \(\lambda_c\) the rate is half the ideal one. For much shorter ripples it levels off at \(v(\rho_s-\rho_e)/r\). The unlimited growth of the finest roughness is thereby removed, but \(s\) still rises steadily with \(k\) towards this ceiling when \(\rho_s>\rho_e\). Ohmic conduction and interface resistance together do not select a wavelength, and (9) is not a theory of pore spacing.

A simple estimate of \(r\) follows if the current rises exponentially with the interface voltage, \(j\propto e^{eU/k_BT}\), where \(k_B\) is Boltzmann's constant and \(T\) the temperature. Then \(dj/dU=ej/(k_BT)\), and

\[
r=\frac{k_BT}{e\,j_0}.
\]

The condition \(rk\ll\rho_s+\rho_e\) becomes \(j_0(\rho_s+\rho_e)/k\gg k_BT/e\). In words, the ohmic voltage lost within a distance \(1/k\) of the front, counting both sides, must be large compared with the thermal voltage. This is a severe demand for short ripples.

An example in which the demand is met is a wafer of high-resistivity p-type silicon, anodized in the dark at 300 K in dilute hydrofluoric acid so that a porous layer forms. I take rough round values: \(\rho_s=3000\) ohm cm, \(\rho_e=20\) ohm cm, \(j_0=20\) mA/cm², \(n=2\) and \(P=0.60\). The wafer is 500 µm thick, the electrolyte 1 cm deep, and the ripple 500 µm long. The atomic volume of silicon, one eighth of its cubic cell, is 0.02002 nm³. Equation (1) gives

\[
v=\frac{0.020\times2.002\times10^{-23}}{2\times1.602\times10^{-19}\times0.60}\ \frac{\text{cm}}{\text{s}}
=2.08\times10^{-6}\ \frac{\text{cm}}{\text{s}},
\]

which is 20.8 nm/s or 75 µm/h. The wavenumber is \(2\pi/(500\ \text{µm})=0.01257\) µm⁻¹, and the contrast is \(C=2980/3020=0.987\). The ideal growth rate is therefore

\[
s=75.0\times0.01257\times0.987\ \text{h}^{-1}=0.93\ \text{h}^{-1},
\]

or \(2.6\times10^{-4}\) s⁻¹. At this ideal rate the ripple grows by a factor \(e\) in 1.08 h, while the front advances 81 µm. Over an advance of 100 µm it grows by a factor of 3.5. With the current, valence, porosity and electrolyte held fixed, silicon of 10 ohm cm would have \(C=-10/30\), and the ideal law would make the same ripple decay at 0.31 h⁻¹. The interface resistance \(r\) evaluated next would cut this to less than a fifth, because \(rk\), about 160 ohm cm, then far exceeds \(\rho_s+\rho_e=30\) ohm cm. These figures use the bulk electrolyte. With the resistivity of a thick porous layer, 43 ohm cm as estimated below, \(C=-33/53\), the ideal decay rate is 0.59 h⁻¹, and \(r\) cuts it to about a quarter.

The interface resistance is \(r=1.29\) ohm cm², and \(rk/(\rho_s+\rho_e)=0.054\). Equation (9) then gives 0.949 times the ideal rate. The wafer is as thick as the ripple is long, so \(kL_s=2\pi\) and \(\tanh kL_s\) is practically one; the reduction is due to \(r\). The crossover wavelength (10) is 27 µm, and the ceiling for short ripples is 17 h⁻¹. Shorter ripples therefore outrun the one chosen here. Over an advance of 100 µm, (9) gives a factor of about 130 for a wavelength of 100 µm and about \(10^5\) for 27 µm, where a roughness of 1 nm would reach \(ka=0.3\) after about 60 µm. Unless something outside (9) suppresses these ripples, the front will not stay smooth long enough for the 500 µm ripple to show its full growth.

The picture changes entirely for a less resistive wafer and a fine ripple. With \(\rho_s=100\) ohm cm, a wavelength of 10 µm and the same current density and electrolyte, \(r\) alone reduces the rate to about 1.5 per cent of the ideal value. Ohmic crowding as described by the ideal law is then almost absent. A micrometre-scale pattern in such a wafer cannot be assigned to it on the strength of the resistivities alone.

Several other effects were left out, and their sizes can be estimated for the 500 µm ripple. The first is a layer next to the front that is depleted of holes and is therefore not ohmic. With a hole mobility \(\mu_p=450\) cm²/Vs, the resistivity implies an acceptor density \(N=1/(e\mu_p\rho_s)=4.6\times10^{12}\) cm⁻³. If only the charged acceptors remain in a layer of width \(W\), the field rises linearly across it to \(eNW/\varepsilon\), where \(\varepsilon\) is the permittivity of silicon, taken as 11.7 times that of vacuum. The voltage across the layer is half the product of this field and \(W\), so

\[
U_b=\frac{eNW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon U_b}{eN}} .
\]

A barrier \(U_b=0.3\) V would give \(W=9.2\) µm and \(kW=0.115\), but it cannot survive at this current. Holes diffuse over it at a rate of about \((2U_b/W\rho_s)\,e^{-eU_b/k_BT}\), only \(2\times10^{-6}\) A/cm². To pass 20 mA/cm² the barrier must fall to about 0.03 V or less, near the thermal voltage, and the depleted width to 2 or 3 µm, comparable with the Debye length of 1.9 µm, so that \(kW\) is 0.03 to 0.04. The ohmic region ends this far short of the front, and a correction of relative order \(kW\), a few per cent, is to be expected; its sign has not been worked out. The ceiling of 17 h⁻¹ is approached only at wavelengths well below 27 µm, where \(kW\) is no longer small, so it should not be taken literally. The same holds for the factors quoted above for shorter ripples. At 27 µm \(kW\) is already 0.5 to 0.7, so the exponent is uncertain by tens of per cent and the factor \(10^5\) by orders of magnitude; at 100 µm, with \(kW\) of 0.1 to 0.2, the factor 130 is only a rough figure.

The second effect is that dissolution may inject electrons into the silicon, where they add to the conduction. Take a deliberately high share, with half the current carried by electrons, and neglect diffusion and recombination. If \(n_e\) is the electron density, neutrality requires the hole density \(N+n_e\). Equal shares in the same field mean \(\mu_nn_e=\mu_p(N+n_e)\), where \(\mu_n\) is the electron mobility, so \(n_e=\mu_pN/(\mu_n-\mu_p)\). The conductivity is twice the electron part, \(2e\mu_nn_e\), and the resistivity becomes

\[
\rho_s'=\frac{1}{2e\mu_nn_e}=\frac{\mu_n-\mu_p}{2e\mu_n\mu_pN}=\rho_s\,\frac{\mu_n-\mu_p}{2\mu_n}.
\]

With \(\mu_n=1400\) cm²/Vs this is 1018 ohm cm, about a third of the original value. The contrast falls only slightly, but the interface resistance now weighs more against the smaller ohmic load. Equation (9) gives 0.84 times the ideal rate. The result is sensitive to the share assumed. For a general electron share \(f\), the same steps give \(\rho_s'=\rho_s[1-f(\mu_n+\mu_p)/\mu_n]\), which falls to 27 ohm cm at \(f=0.75\). One half is the largest share when \(n=2\) and each atom needs at least one hole.

The third effect is the porous layer itself. Its skeleton obstructs the current in the electrolyte, and the Bruggeman estimate \(\rho_e/P^{3/2}\) raises 20 to 43 ohm cm. Taken alone, this lowers the growth rate by 1.5 per cent once the layer is much thicker than \(1/k\), and by about half as much while it is thin. The porosity may also depend on the current. If \(P\propto j^\beta\), the local speed varies as \(j/P\propto j^{1-\beta}\), and a small relative change in current produces a relative change in speed smaller by the factor \(1-\beta\). An assumed \(\beta=0.10\) thus costs 10 per cent. Injection, interface resistance, the porous layer and this factor together leave 0.73 of the ideal rate.

Depletion of the acid also opposes the ripple. Each dissolved silicon atom consumes six molecules of HF, so the molar flux towards the front is \(6j_0/(neN_A)\), with \(N_A\) Avogadro's number. Across a stagnant film of 100 µm with a diffusion coefficient of \(10^{-5}\) cm²/s, this flux lowers the concentration \(c\) from 2.5 to 1.9 mol/L. Let the reaction rate be proportional to \(c\,e^{eU/k_BT}\), and let \(G\) be the concentration gradient. A part of the front that lies deeper by \(h\) meets acid weaker by \(Gh\), and it needs the extra voltage \((k_BT/e)Gh/c\) to keep its current. The opposing field \((k_BT/e)G/c\) is 0.86 V/cm, against a driving field \((\rho_s-\rho_e)j_0=59.6\) V/cm, or 1.4 per cent. The extra current at the crests weakens the acid there further. Treated as a diffusion mode in a film of thickness \(\delta\), this lowers \(c\) by \((GJ_1/j_0k)\tanh k\delta\), which is less than \(Ga\) because \(J_1<kaj_0\). The two parts together therefore stay below 3 per cent, or about 7 per cent if injection has lowered the resistivity to 1018 ohm cm. This holds only at the start of the process. As the porous layer thickens, the acid has further to diffuse through narrower passages. If the diffusion coefficient in the pores is reduced by the same factor \(P^{3/2}\) and nothing stirs the acid, then without injection the loss is about 12 per cent at a porous depth of 81 µm and 18 per cent at 100 µm. In this estimate the growth rate changes sign near 135 µm, and the acid at the front runs out near 140 µm. These depths hold \(n\), \(P\) and \(r\) fixed and are not predictions for a real cell. The critical current density above which porous growth gives way to electropolishing falls as the acid weakens. By the usual empirical fits it reaches 20 mA/cm² at a little over 1 mol/L, which the unstirred estimate reaches at a porous depth of roughly 50 µm. The hydrogen evolved in the reaction, on the other hand, stirs the acid.

Two further effects are negligible here. Surface energy \(\gamma\) makes an atom at the bottom of a trough harder to remove by \(\gamma\Omega k^2a\), which corresponds to an opposing field \(\gamma\Omega k^2/(ne)\). For \(\gamma=1\) J/m² this is about two millionths of the driving field. It grows as \(k^2\), so it matters first for very short ripples. The electrical state of the silicon adjusts within its dielectric relaxation time \(\varepsilon\rho_s\), about 3 ns, compared with more than an hour for the ripple to grow. This supports the use of steady fields at each instant.

Silicon of several thousand ohm cm is made for radiation detectors, but it lies far above the resistivities at which porous layers are usually grown. It was chosen because the ohmic drop within \(1/k\) of the front, \(j_0(\rho_s+\rho_e)/k=0.48\) V for this ripple, is then about 19 times the thermal voltage. The acid concentration and current density are moderate values for forming porous silicon. The assumption most open to doubt in a real cell is that of a thin front between two uniform ohmic media. The estimates above suggest that the ideal law overstates the growth of this ripple by some tens of per cent, while the sign of the effect is safe, because the contrast is so large, as long as the acid at the front is not close to exhaustion and injected electrons carry no more than about half of the current. Near \(\rho_s=\rho_e\) the sign would be open, since small neglected terms could then decide it. The same caution applies where transport of the acid limits the current. There the current hardly responds to voltage, and the opposing field \((k_BT/e)G/c\), which (9) does not contain, grows without limit as \(c\) falls. The ripple then decays whatever the contrast.

Numbers in the example were calculated in double precision.
